\section*{Zero-Energy Capture by a Polarization Potential: Twice the Langevin Cross Section}

\section{The limit seen at zero energy}

An electron far from a nonpolar molecule feels the attraction of the dipole that it induces. In Hartree atomic units, with the reduced mass taken as the electron mass,
\begin{equation}
V(r)=-\frac{\alpha}{2r^4},\qquad \beta=\sqrt{\alpha},\qquad E=\frac{k^2}{2},\qquad x=\beta k .
\end{equation}
Here $\alpha$ is the polarizability, $\beta$ is a length and $x$ is dimensionless. The model keeps this potential down to $r=0$ and lets nothing return from there. It is the longest-range term only for a molecule without a quadrupole moment, such as a tetrahedral or octahedral one; other nonpolar molecules add an anisotropic $r^{-3}$ term that is not treated here.

Start with the s wave at $k=0$. With the radial function $u=r\psi$, the Schr\"odinger equation is $u''+(\beta^2/r^4)u=0$. Try
\begin{equation}
u_0=r e^{i\beta/r},\qquad u_0'=e^{i\beta/r}\left(1-\frac{i\beta}{r}\right).
\label{eq:u0}
\end{equation}
A second differentiation gives
\begin{equation}
u_0''=e^{i\beta/r}\left[-\frac{i\beta}{r^2}\left(1-\frac{i\beta}{r}\right)+\frac{i\beta}{r^2}\right]=-\frac{\beta^2}{r^3}e^{i\beta/r}=-\frac{\beta^2}{r^4}u_0 ,
\end{equation}
so $u_0$ is an exact solution. Its radial flux is $\mathrm{Im}(u_0^*u_0')=\mathrm{Im}(r-i\beta)=-\beta$. With time factor $e^{-iEt}$, the negative sign means inward motion.

For $r\gg\beta$, $u_0\to r+i\beta$. At small $k$ this must join the free wave $e^{-ikr}-Se^{ikr}$, which for $kr\ll1$ is $(1-S)-ikr(1+S)$. Equating the ratios of constant term to slope gives
\begin{equation}
\frac{1-S}{-ik(1+S)}=i\beta
\quad\Longrightarrow\quad
S=\frac{1-x}{1+x},\qquad 1-|S|^2=\frac{4x}{(1+x)^2}\to4x .
\label{eq:simple}
\end{equation}

To turn this probability into a cross section, take the spherical average of a unit plane wave, $\sin kr/(kr)$. Its incoming part has magnitude $1/(2kr)$ and carries the flux $4\pi r^2k/(2kr)^2=\pi/k$ through a sphere. Division by the incident flux density $k$ gives the area $\pi/k^2$. Hence
\begin{equation}
\sigma_0=\frac{\pi}{k^2}\left(1-|S|^2\right)\to\frac{4\pi\beta}{k}.
\end{equation}
The classical result derived next is half of this. The joining used a region $\beta\ll r\ll1/k$; its accuracy is established in Section 4.

\section{Classical capture}

For impact parameter $b$, angular momentum conservation gives
\begin{equation}
E=\frac{\dot r^2}{2}+\frac{Eb^2}{r^2}-\frac{\beta^2}{2r^4}.
\end{equation}
Dividing by $E=k^2/2$ and writing $s=1/r^2$,
\begin{equation}
\frac{\dot r^2}{2E}=1-b^2s+\frac{\beta^2}{k^2}s^2 .
\end{equation}
The right side is least at $s=b^2k^2/(2\beta^2)$, where it equals $1-b^4k^2/(4\beta^2)$. The electron meets no turning point if this is positive, so
\begin{equation}
b_c^2=\frac{2\beta}{k},\qquad \sigma_L=\pi b_c^2=\frac{2\pi\beta}{k}.
\end{equation}
This is the Langevin cross section. Both $\sigma_0$ and $\sigma_L$ diverge as $k\to0$; their ratio tends to 2. Since the speed is $k$, the rate coefficients $k\sigma$ tend to the finite values $4\pi\beta$ and $2\pi\beta$.

\section{An exact expression for the capture probability}

At finite energy and angular momentum $l$,
\begin{equation}
u''+\left[k^2+\frac{\beta^2}{r^4}-\frac{l(l+1)}{r^2}\right]u=0 .
\label{eq:radial}
\end{equation}
Near the origin the local wave number is $\kappa\simeq\beta/r^2$, and $|\kappa'|/\kappa^2\simeq2r/\beta\to0$. Ingoing and outgoing semiclassical waves are therefore well separated there, and complete absorption means that the outgoing one is absent.

Let $R=\sqrt{\beta/k}$, $y=\ln(r/R)$ and $u=\sqrt r\,g(y)$. Primes on $g$ denote $d/dy$. Then
\begin{equation}
u'=r^{-1/2}\left(g'+\tfrac12g\right),\qquad
u''=r^{-3/2}\left(g''-\tfrac14g\right).
\label{eq:change}
\end{equation}
Insert this in (\ref{eq:radial}) and multiply by $r^{3/2}$. Because $k^2r^2=xe^{2y}$ and $\beta^2/r^2=xe^{-2y}$,
\begin{equation}
g''+\left[2x\cosh2y-\left(l+\tfrac12\right)^2\right]g=0 .
\label{eq:sym}
\end{equation}
The equation is even in $y$: inversion $r\to R^2/r$ exchanges the absorbing centre and the distant region.

Let $g$ be the absorbed wave, purely ingoing at $y\to-\infty$, with $\mathrm{Im}(g^*g')=-\beta$. By (\ref{eq:change}) this equals the flux of $u$. The function $h(y)=g(-y)$ is also a solution. It has flux $+\beta$ and is purely outgoing at $y\to+\infty$, since inversion turns the phase $\beta/r$ into $kr$. Its conjugate $h^*$ is the incoming wave there. Write $g=Ah^*+Bh$. The Wronskian is
\begin{equation}
gh'-g'h=A\left(h^*h'-h^{*\prime}h\right)=2i\beta A .
\end{equation}
It does not depend on $y$. At $y=0$, $h=g$ and $h'=-g'$, so it also equals $-2g(0)g'(0)$. Thus $|A|=|g(0)g'(0)|/\beta$. The incoming flux is $\beta|A|^2$ and the absorbed flux is $\beta$, whence
\begin{equation}
P_l=1-|S_l|^2=\frac1{|A|^2}=\frac{\beta^2}{|g(0)g'(0)|^2}.
\label{eq:exact}
\end{equation}
Only the solution for $r\le R$ is needed. As a test at $x=0.05$, direct integration of the s-wave equation in $r$ and formula (\ref{eq:exact}) both give $P_0=0.17988$.

\section{The s wave at small finite energy}

\subsection*{Bounds on the effect of $k$}

Treat $-k^2u$ as a source in the zero-energy equation. The solution with the same ingoing behaviour as $u_0$ obeys
\begin{equation}
u(r)=u_0(r)-k^2\int_0^rG(r,s)u(s)\,ds,\qquad
G=\frac{rs}{\beta}\sin\theta,\quad \theta=\frac{\beta(r-s)}{rs}.
\end{equation}
Indeed $G$ is a combination of $re^{\pm i\beta/r}$ as a function of $r$, vanishes at $r=s$, and has unit slope there. From
\begin{equation}
\frac{\partial G}{\partial r}=\frac s\beta\sin\theta+\frac sr\cos\theta
\end{equation}
and $|\sin\theta|\le\theta$ follow $|G|\le r-s$ and $|\partial G/\partial r|\le(r-s)/r+s/r=1$. Since $|u_0|=r$, repeated substitution gives $|u|\le r+k^2r^3/6+\dots=\sinh(kr)/k$, and therefore
\begin{equation}
|u-u_0|\le\frac{\sinh kr}{k}-r,\qquad |u'-u_0'|\le\cosh kr-1 .
\end{equation}
At $r=R$ we have $kR=\beta/R=\sqrt x$. The first difference is of order $x$ relative to $R$, and the second is of order $x$. This proves that the zero-energy wave gives the leading term.

\subsection*{The limit and its first correction}

To find the terms of order $x$, replace $G$ by $r-s$ and $u_0(s)$ by $s$ in the integral. The bounds $|\sin\theta-\theta|\le\theta^2/2$ and $|u_0-s|\le\beta$ limit the resulting error in $u$ to
\begin{equation}
k^2\int_0^r\left[\frac{\beta(r-s)^2}{2r}+\beta(r-s)\right]ds=\frac23k^2\beta r^2 .
\end{equation}
Relative to $r$, this is $\frac23x^{3/2}$ at $r=R$. For the derivative, replace $\partial G/\partial r$ by 1. The same bounds, with $|\cos\theta-1|\le\theta$, limit the error to $k^2\beta r(\frac16+\frac16+1)$, again of order $x^{3/2}$ at $R$. Further iterations start at order $x^2$. Thus
\begin{align}
\frac{u(R)}R&=e^{i\sqrt x}-\frac x6+O(x^{3/2}),\\
u'(R)&=e^{i\sqrt x}(1-i\sqrt x)-\frac x2+O(x^{3/2}).
\end{align}
From (\ref{eq:change}), $g=u/\sqrt r$ and $g'=\sqrt r\,u'-u/(2\sqrt r)$, so $gg'=u[u'-u/(2r)]$. The two squared factors at $R$ are
\begin{align}
|u|^2&=R^2\left(1-\frac x3+\dots\right),\\
\left|u'-\frac u{2R}\right|^2&=\left|e^{i\sqrt x}\left(\frac12-i\sqrt x\right)-\frac{5x}{12}\right|^2+\dots
=\frac14+x-\frac{5x}{12}+\dots
\end{align}
Their product is $R^2(\frac14+\frac{7x}{12}-\frac x{12})=\frac14R^2(1+2x)$ to this order. Since $\beta^2/R^2=x$, formula (\ref{eq:exact}) yields
\begin{equation}
P_0=4x\left[1-2x+O(x^{3/2})\right],\qquad
\boxed{\frac{\sigma_0}{\sigma_L}=\frac{P_0}{2x}=2\left[1-2x+O(x^{3/2})\right]}.
\label{eq:result}
\end{equation}
At $x=0.0003$ numerical integration gives the ratio 1.9988, and $(P_0/4x-1)/x=-2.00$, in agreement with the derived coefficient.

\section{Why the classical value returns}

The area belonging to the s wave is $\pi/k^2$. The Langevin area is a fraction $2x$ of it, whereas the wave is captured with probability $4x$. At low energy most of the s wave is reflected before it reaches the centre, yet what enters is twice the classical amount.

In (\ref{eq:sym}), the classically forbidden region disappears when $(l+\frac12)^2<2x$. If every such wave is captured and the others are not, and if many waves contribute, then
\begin{equation}
\sum_l(2l+1)P_l\simeq\int_0^{\sqrt{2x}}2\lambda\,d\lambda=2x,
\qquad \lambda=l+\tfrac12,
\end{equation}
which is the Langevin result. At $x=100$ the quantum sum divided by $2x$ is 0.996. For $x<1/8$ not even $l=0$ meets the classical condition, and the sum cannot be replaced by an integral.

For fixed $l\ge1$ and small $x$, set $k=0$ and $u=r\,w_l(z)$ with $z=\beta/r$. Differentiation gives $u''=(\beta^2/r^3)\,d^2w_l/dz^2$, so
\begin{equation}
\frac{d^2w_l}{dz^2}+\left[1-\frac{l(l+1)}{z^2}\right]w_l=0 .
\end{equation}
Starting with $w_0=e^{iz}$, the rule $w_{l+1}=[(l+1)/z-d/dz]w_l$ produces the next solution. It preserves unit magnitude at large $z$. If $|w_l|\simeq c_lz^{-l}$ at small $z$, it gives $c_{l+1}=(2l+1)c_l$, hence $c_l=(2l-1)!!$.

At $r=R$, $z=\sqrt x$ and $g\propto r^{l+1/2}$ to leading order. The omitted term $xe^{2y}$ in (\ref{eq:sym}) integrates to $x/2$ over $y<0$ and changes this by relative order $x$. Therefore $|gg'|\simeq(l+\frac12)R[(2l-1)!!]^2x^{-l}$ and
\begin{equation}
P_l\simeq\frac{4x^{2l+1}}{[(2l+1)!!\,(2l-1)!!]^2}.
\end{equation}
The p wave adds $3P_1/(2x)\simeq2x^2/3$ to the ratio, which vanishes in the limit.

\section{When absorption is incomplete or begins outside the origin}

Suppose that an amplitude $\mathcal R$ returns from the origin. At zero energy,
\begin{equation}
u=re^{i\beta/r}+\mathcal R\,re^{-i\beta/r}\to(1+\mathcal R)r+i\beta(1-\mathcal R).
\end{equation}
The joining in (\ref{eq:simple}) now has $i\beta q$ in place of $i\beta$, with $q=(1-\mathcal R)/(1+\mathcal R)$. Thus $S=(1-xq)/(1+xq)$ and $1-|S|^2=4x\,\mathrm{Re}\,q/|1+xq|^2$. The limiting ratio is
\begin{equation}
\frac{\sigma_0}{\sigma_L}\to2\,\mathrm{Re}\frac{1-\mathcal R}{1+\mathcal R}.
\label{eq:reflect}
\end{equation}
For fixed $|\mathcal R|<1$, the expansion $q=1+2\sum_{n\ge1}(-\mathcal R)^n$ shows that the average over the phase of $\mathcal R$ is again 2. A single phase can give much less or more. If 10\% of the flux returns, (\ref{eq:reflect}) ranges from 1.04 to 3.85. A returning wave can raise capture because it interferes with the wave reflected farther out.

A simple absorber at radius $r_c$ imposes $u'/u=-i\beta/r_c^2$. With $\vartheta=\beta/r_c$ this reads
\begin{equation}
e^{i\vartheta}(1-i\vartheta)+\mathcal Re^{-i\vartheta}(1+i\vartheta)
=-i\vartheta\left(e^{i\vartheta}+\mathcal Re^{-i\vartheta}\right),
\end{equation}
so $\mathcal R=-e^{2i\vartheta}/(1+2i\vartheta)$. It vanishes as $r_c\to0$, which restores the factor 2.

\section{Electrons in an etch plasma}

Consider a strongly attaching, nonpolar fluorinated gas in a plasma etch reactor. The round parameters are rough typical values, not data for a particular molecule: polarizability volume $\alpha_V=0.006\ \mathrm{nm^3}$, mass 150 u, pressure 20 mTorr, gas temperature 300 K and plasma density $10^{10}\ \mathrm{cm^{-3}}$. With $a_0$ the Bohr radius, $\beta=\sqrt{\alpha_V/a_0}=0.337$ nm.

At 0.1 meV, $1/k=19.5$ nm. Hence $x=0.337/19.5=0.0173$ and $\sigma_L=2\pi(0.337)(19.5)=41.3\ \mathrm{nm^2}$. Equation (\ref{eq:result}) predicts the ratio $2(1-0.035)=1.93$, as found numerically; the s-wave cross section is $79.7\ \mathrm{nm^2}$.

\begin{center}
\begin{tabular}{rrrr}
$E$ (meV) & $x$ & s wave$/\sigma_L$ & all waves$/\sigma_L$\\
0.001 & 0.0017 & 1.993 & 1.993\\
0.1 & 0.017 & 1.930 & 1.930\\
1 & 0.055 & 1.781 & 1.783\\
10 & 0.173 & 1.390 & 1.410\\
100 & 0.546 & 0.758 & 0.962\\
1000 & 1.725 & 0.284 & 1.019
\end{tabular}
\end{center}

The s-wave ratio must fall at high energy because $P_0\le1$ bounds it by $1/(2x)$. Higher waves then supply most of the capture.

In ordinary units the Langevin rate coefficient is $2\pi\beta\hbar/m_e=2.45\times10^{-7}\ \mathrm{cm^3/s}$, with $\beta$ as a length. Its zero-energy quantum counterpart is $4.90\times10^{-7}\ \mathrm{cm^3/s}$. For the point absorber, averaging over a Maxwell distribution gives 1.20 times the Langevin rate for electrons at 300 K, as in a late afterglow, and 1.00 times for electrons at 3 eV, as in an active discharge. The factor 2 is thus not a correction to apply to either rate.

Real molecules are not point absorbers. For $r_c=0.10$, 0.15, 0.20 and 0.30 nm, with $\beta$ fixed, the limiting ratio is 2.29, 1.29, 1.35 and 2.11. The changing phase $2\beta/r_c$ makes this sequence nonmonotonic. At 3 eV the critical impact parameter is only 0.28 nm, and the barrier top for that orbit lies at $b_c/\sqrt2=R=0.19$ nm, within this range of absorber sizes, so the agreement with the classical rate there is a property of the point model. The factor 1.20 at 300 K also belongs to that model: an absorber of finite radius can raise or lower it, even below 1. Capture also need not end in attachment: an electron released again does not count towards the attachment rate.

The plasma itself limits access to zero energy. The Coulomb energy of two charges at their mean spacing is 0.31 meV, but many charges act at once. With both signs at density $n$ and 300 K, the Debye length is $\lambda_D=8.5\ \mu$m and about 50 charges lie within it. Adding their squared screened potentials gives an rms potential energy $(e^2/4\pi\epsilon_0)\sqrt{4\pi n\lambda_D}\approx1.5$ meV. The kinetic energy of an electron varies by an amount of this order as it moves among the charges, and a value well below this can hold only over part of its path. At 0.001 meV, $1/k=195$ nm exceeds the mean molecular spacing of 116 nm, so the wave extends over several molecules and treating them one at a time would need a separate justification. Molecular motion also blurs the energy. An electron as fast as a typical molecule at 300 K has only $1.4\times10^{-4}$ meV, but the spread of the collision energy scales as the square root of the energy ratio: about 45\% at 0.001 meV and 4\% at 0.1 meV. The 0.001 and 0.1 meV rows of the table therefore describe isolated collisions at a sharp energy that an electron cannot keep in this plasma. The numerical output lists the remaining values.

\section*{Computed results}
\begin{verbatim}
DIMENSIONLESS TESTS
classical sigma*k/beta at x=0.05: 6.28319
P0 at x=0.05, direct radial: 0.179883
P0 at x=0.05, log coordinate: 0.179883
P0 at x=0.05, symmetry formula: 0.179883
s-wave/Langevin at x=0.0003: 1.99880
first correction coefficient at x=0.0003: -2.0015
total/Langevin at x=100: 0.9962
EXAMPLE INPUTS
polarizability volume: 0.006 nm^3
molecular mass: 150 u
gas pressure: 20 mTorr
gas temperature: 300 K
plasma density: 1.0e+10 cm^-3
beta: 0.3367 nm
ENERGY SCAN: E[meV], x, sigma_L[nm^2], sigma_s[nm^2],
  s-wave/Langevin, all waves/Langevin
   0.001 0.00173   412.968   823.074 1.9931 1.9931
   0.010 0.00546   130.592   258.307 1.9780 1.9780
   0.100 0.01725    41.297    79.698 1.9299 1.9301
   1.000 0.05455    13.059    23.261 1.7812 1.7832
  10.000 0.17251     4.130     5.740 1.3901 1.4102
 100.000 0.54552     1.306     0.990 0.7578 0.9617
1000.000 1.72510     0.413     0.117 0.2840 1.0187
RATE COEFFICIENTS
Langevin: 2.4493e-07 cm^3/s
zero-energy quantum limit: 4.8986e-07 cm^3/s
electrons at 300 K: mean ratio 1.1958
  mean rate 2.9289e-07 cm^3/s
  Langevin radius at E=kT 0.9042 nm
electrons at 3 eV: mean ratio 1.0016
  mean rate 2.4533e-07 cm^3/s
  Langevin radius at E=kT 0.2755 nm
NEGLECTED EFFECTS
absorber radius[nm], reflected fraction, limiting ratio
0.10 0.0216 2.2860
0.15 0.0473 1.2857
0.20 0.0810 1.3502
0.25 0.1211 1.6631
0.30 0.1656 2.1086
reflected fraction at origin: 0.10
  lowest limiting ratio: 1.0390
  highest limiting ratio: 3.8499
  phase average, direct at x=0.001: 1.9955
mean molecular spacing: 115.8 nm
1/k at 0.001 meV: 195.2 nm
1/k at 0.1 meV: 19.5 nm
energy from molecular motion: 1.42e-04 meV
Coulomb energy at charge spacing: 0.310 meV
\end{verbatim}
